Dc self-bias of two equal rf sheaths driven at two frequencies

**Question**

I am stuck on a problem about a capacitively coupled discharge. The two sheaths are equal, and the generator is connected through a large blocking capacitor. Its voltage is

V~(φ) = V0 (cos φ + cos 2φ), V0 > 0,

where φ is the phase of the fundamental. I am told to neglect the voltage across the plasma bulk and the floating voltages of the sheaths, and to find the dc self-bias.

My reasoning is that both cosines average to zero and the discharge is symmetric, so there should be no bias. Yet the problem says that there is one. Where does it come from, what are its sign and size, and how safe is it to drop the floating voltages? I would like to see this for V0 = 200 V and an electron temperature of 3 V.

**Answer**

The zero average of the generator voltage does not fix the bias. The blocking capacitor demands zero average current, and the electron current depends very nonlinearly on the sheath voltage. Electrons reach an electrode mainly near the moment when its sheath is smallest, so the extrema of the waveform matter, and here they are not opposite.

**1. Signs and the condition of zero current**

Let U be the potential of the powered electrode relative to the grounded one. The capacitor is large enough to have no rf voltage of its own, so it adds only a constant η:

U(φ) = V~(φ) + η.

Since V~ has zero mean, <U> = η, where angle brackets denote an average over one period. This η is the self-bias.

Let Vp and Vg be the plasma potential relative to the powered and the grounded electrode. Both are positive when the sheaths repel electrons. With no voltage across the bulk,

U = Vg − Vp.

A large positive U therefore goes with a small powered sheath, and a large negative U with a small grounded sheath.

Take the ion flux to be steady and equal at the two electrodes. For Maxwellian electrons with temperature Te in volts, the flux that passes a retarding voltage V is the random flux times exp(−V/Te). If r is the ratio of ion flux to random electron flux, zero dc current requires

<exp(−Vp/Te)> = r,
<exp(−Vg/Te)> = r.

Consider either sheath and call its smallest voltage Vmin. An average cannot exceed the largest value, so

r ≤ exp(−Vmin/Te), which gives Vmin ≤ Te ln(1/r).

If Te ln(1/r) is far below V0, each sheath must nearly collapse at least once per period. Neglecting the floating drops means setting both minima to zero.

There is also a lower limit on Te/V0 at given r: the sheath must stay open long enough for the electrons to pass. Section 5 returns to this.

**2. Why the total sheath charge is nearly constant**

Let Qp and Qg be the positive space charges in the two sheaths. The bulk is neutral and field-free, so by Gauss's law the electrodes carry charges −Qp and −Qg. Let J be the external current into the powered electrode, Ii the ion current to each electrode, and Iep and Ieg the magnitudes of the electron currents. Then

d(−Qp)/dt = J + Ii − Iep,
d(−Qg)/dt = −J + Ii − Ieg.

Adding these cancels J. With S = Qp + Qg,

dS/dt = Iep + Ieg − 2Ii.

The rf current moves charge from one sheath to the other but leaves S alone. Only particle collection changes S. In the periodic state S can fall by no more than 2Ii T during a period T, and it must recover what it lost. I assume 2Ii T ≪ S and treat S as constant.

**3. The bias in terms of the extrema**

"Equal sheaths" here means that both obey the same increasing law V = F(Q), with F(0) = 0. Then

U = F(S − Qp) − F(Qp).

As Qp grows, the first term falls and the subtracted term rises, so U decreases steadily with Qp. The largest U thus occurs at the smallest Qp, and the smallest U at the smallest Qg. Both smallest charges are zero in the present limit:

powered sheath collapsed: max V~ + η = F(S),
grounded sheath collapsed: min V~ + η = −F(S).

Adding the two lines removes F(S):

2η + max V~ + min V~ = 0,

η = −(max V~ + min V~)/2.

Subtracting them gives the largest voltage that either sheath reaches:

Vm = F(S) = (max V~ − min V~)/2.

The form of F has dropped out. What matters is that the two sheaths have the same voltage when each holds the whole charge S. If instead the fully charged sheaths have the ratio ε = Fg(S)/Fp(S), the two conditions become

max V~ + η = Fg(S),
min V~ + η = −Fp(S).

Hence max V~ + η = −ε(min V~ + η), and

η = −(max V~ + ε min V~)/(1 + ε).

Equal electrode areas do not by themselves guarantee ε = 1, because F also depends on the ion density in each sheath.

**4. The extrema of this waveform**

Put c = cos φ and use cos 2φ = 2c² − 1:

V~/V0 = 2c² + c − 1, −1 ≤ c ≤ 1.

The derivative with respect to c is 4c + 1, which vanishes at c = −1/4. The second derivative is 4, so this is a minimum:

min V~/V0 = 2/16 − 1/4 − 1 = −9/8.

The maximum of an upward parabola lies at an end of the interval. The ends give 2 at c = 1 and 0 at c = −1, so max V~ = 2V0. Therefore

η = −(2 − 9/8)V0/2 = −(7/16)V0 = **−0.4375 V0**,

Vm = (2 + 9/8)V0/2 = (25/16)V0 = 1.5625 V0.

The sign can be understood by starting with η = 0. The voltage U then swings between +2V0 and −1.125V0. If S is just large enough for the powered sheath to collapse at the positive peak, F(S) = 2V0, and the weaker negative peak cannot collapse the grounded sheath. The powered electrode collects the electrons, while ions arrive at both. It charges negatively until U swings equally far in both directions, between +1.5625V0 and −1.5625V0.

Two other waveforms show what matters. For V0(cos φ + cos 3φ), a shift of φ by π reverses the sign of the whole voltage. Its maximum and minimum are opposite, and the formula gives no bias. A second frequency alone is thus not enough.

If the fundamental is advanced by 90°, the waveform is V0(−sin φ + cos 2φ). With s = sin φ it becomes

V~/V0 = 1 − s − 2s².

Its maximum is 9/8, at s = −1/4, and its minimum is −2, at s = 1. The bias is then +0.4375V0. The relative phase can reverse the bias without any change in the two amplitudes.

**5. How the voltage is shared by the sheaths**

The bias did not require a particular F, but the mean sheath voltages do. Take a sheath of area A and thickness d, with uniform density n of singly charged ions and no electrons inside. Then Q = e n A d. Integrating Poisson's equation twice, with zero field at the plasma edge, gives

V = e n d²/(2ε₀) = Q²/(2 e n ε₀ A²) = kQ².

Here ε₀ is the vacuum permittivity and k abbreviates the constant factor. Using Vm = kS²,

U = k[(S − Qp)² − Qp²] = kS(S − 2Qp) = Vm(1 − 2Qp/S).

Solving for the charge gives Qp/S = (1 − U/Vm)/2, and so

Vp = Vm(Qp/S)² = (Vm − U)²/(4Vm),
Vg = Vp + U = (Vm + U)²/(4Vm).

For the averages, <U> = η. The two cosines are orthogonal over a period and each has mean square 1/2, so <V~²> = V0². The cross term 2η<V~> vanishes, which leaves

<U²> = V0² + η² = (1 + 49/256)V0² = (305/256)V0².

Expanding the square in Vp and averaging,

<Vp> = Vm/4 − η/2 + <U²>/(4Vm)
= (25/64 + 7/32 + 61/320)V0
= (125 + 70 + 61)V0/320 = 0.8 V0.

For Vg only the middle term changes sign:

<Vg> = (125 − 70 + 61)V0/320 = 0.3625 V0.

Their difference, <Vg> − <Vp> = −0.4375V0, is the bias again. Both sheaths reach the same peak voltage, but their averages differ by more than a factor of two.

This model also shows how long a sheath stays open. Let x be the phase measured from the positive peak. From V~'' = −V0(cos φ + 4 cos 2φ), the second derivative there is −5V0, so U ≈ Vm − (5/2)V0x². Then

Vp ≈ (5V0x²/2)²/(4Vm) = V0x⁴.

Electrons pass while Vp is below about Te, that is for |x| below about (Te/V0)^(1/4). This is a fraction (1/π)(Te/V0)^(1/4) of the period. The fraction must exceed r, or even a complete collapse will not let in enough electrons. The potential would then have to attract electrons to the electrode, which the barrier model does not describe. The simple result therefore needs both a small Te ln(1/r)/V0 and a sufficiently small r.

**6. Putting the floating drops back**

Keep the quadratic sheath, but let its minima be nonzero. Measure voltages in units of V0 and scale the charges so that V/V0 = q². Let s now be the scaled total charge, and let a and b be the smallest scaled charges of the powered and grounded sheaths.

At the maximum of U, the powered charge is a and the grounded charge is s − a:

2 + η/V0 = (s − a)² − a² = s² − 2sa.

At the minimum, the grounded charge is b and the powered charge is s − b:

−9/8 + η/V0 = b² − (s − b)² = −s² + 2sb.

Adding and dividing by two,

η/V0 = −7/16 + s(b − a).

Equal residual charges would leave the bias unchanged. Here they differ, because the grounded sheath is open for longer. It has two minima per period, at φ = 104.48° and at its mirror image 255.52°. At each of them cos φ = −1/4 and cos 2φ = −7/8, so V~'' = V0(1/4 + 7/2) = (15/4)V0. At the positive peak the magnitude is 5V0.

To turn this into charges, use u = U/V0 = s(s − 2qp), so that qp = (s − u/s)/2 and qg = (s + u/s)/2. Expanding u to second order in the phase x from the relevant extremum gives

qp ≈ a + (5/4)x²/s,
qg ≈ b + (15/16)x²/s.

If a and b were equal, each grounded opening would be broader than the powered one, and there would be two of them. The grounded electrode would collect more electrons. To bring both averages to the same r, the grounded sheath must keep the higher barrier, so b > a. The correction is positive and reduces the size of the negative bias. This argument is local: it assumes that the openings are short.

The bound of section 1 gives a² and b² ≤ (Te/V0) ln(1/r). Since a and b are both nonnegative, their difference obeys

|b − a| ≤ √[(Te/V0) ln(1/r)].

The bound on the correction contains the square root of Te/V0. A temperature ratio of one percent therefore does not imply a one percent error in the bias.

**7. Numbers for V0 = 200 V**

I take Te = 3 V, as you ask, and choose r = 0.005. These are model parameters and do not describe a particular gas. The ideal formulas give

η = −0.4375 × 200 V = −87.5 V,
Vm = 1.5625 × 200 V = 312.5 V,
<Vp> = 0.8 × 200 V = 160 V,
<Vg> = 0.3625 × 200 V = 72.5 V.

Now restore the floating drops. Here Te/V0 = 0.015. Solving the two electron-balance equations numerically for the quadratic sheath gives s = 1.4726, a = 0.1915 and b = 0.2201. The residual voltages are

powered: 200 V × 0.1915² = 7.3 V,
grounded: 200 V × 0.2201² = 9.7 V.

Both lie below the bound Te ln(1/r) = 3 V × ln 200 ≈ 16 V. The bias becomes

η/V0 = −0.4375 + 1.4726 × (0.2201 − 0.1915) = −0.395,

η ≈ **−79 V**.

The floating drops thus reduce the magnitude of the bias by about 9.6 percent of its ideal value. The two residual voltages differ by only about 2.4 V, yet the bias moves by 8.4 V. The reason is that the correction depends on the difference of residual charges multiplied by the much larger total charge. For this law, subtracting the two residual voltages would not give the right shift. Unlike the ideal bias, the size of the correction depends on the sheath law. At the same Te and r, F ∝ Q gives −85 V (a reduction of 3 percent, equal to the difference of the residual voltages) and F ∝ Q³ gives −74 V (15 percent). It depends less on r: the quadratic sheath gives −80 V at r = 0.001 and −76 V at r = 0.03.

The balance equations also allow a test of the limit, because solving them makes no use of the rule about extrema. For the quadratic sheath at the same r:

Te/V0 = 0.015: η/V0 = −0.395
Te/V0 = 0.001: η/V0 = −0.427
Te/V0 = 0.00001: η/V0 = −0.436

The values approach −0.4375. At the lowest temperature the estimated open fraction, (1/π)(0.00001)^(1/4) ≈ 0.018, is still above r = 0.005, so the barrier model remains usable. A different common law, with F proportional to Q² + Q³ in scaled charge, gives −0.435 at that temperature. This supports the statement that the limiting bias does not depend on the shape of F. The waveform cos φ + cos 3φ gives zero bias in the same calculation.

A separate time integration starts from zero bias, lets the electrode charge up, and leaves S free to vary. It also settles at about −79 V, with a variation of S of 0.17 percent within a period for the small ion current used. This tests the constant-charge step only for a small ion loss, here 2Ii T/S ≈ 0.004, and it shares the quadratic sheath law and the Maxwellian electron flux with the balance calculation. Ordinary discharges have a larger loss. For argon at 13.56 MHz, with the Bohm flux at the sheath density n, this sheath model gives 2Ii T/S ≈ 0.06 at n = 10¹⁵ m⁻³ and ≈ 0.18 at n = 10¹⁶ m⁻³. The total charge then varies within the period, which brings in the last term of section 8. With the same equations the bias is about −78 V at a loss of 0.05, −70 V at 0.2 and −55 V at 0.4.

**8. What else could shift the bias**

Suppose that the bulk carries a voltage Vb, counted positive when it adds to U, and that S differs between the two collapses. Let 1 label the collapse of the powered sheath and 2 that of the grounded sheath. With complete collapses,

V~1 + η = F(S1) + Vb1,
V~2 + η = −F(S2) + Vb2.

Adding and solving for η,

η = −(V~1 + V~2)/2 + (Vb1 + Vb2)/2 + [F(S1) − F(S2)]/2.

The second term vanishes if the bulk voltages at the two collapses are opposite, and the third if the total charge is the same at both. Neither is guaranteed with this waveform, whose positive and negative parts have different shapes. The collapses may also move away from the extrema of V~ when the bulk voltage matters.

So your symmetry argument fails at one specific point: the electrodes are equivalent, but the waveform does not treat them equivalently. In the limit you were asked to use, the bias is −0.4375V0. For your 200 V and 3 V, with the chosen r and a quadratic sheath, the floating drops move it to −79 V, provided that the sheaths are strictly equal (ε = 1), the ion loss per period is small compared with S, and the bulk voltage is negligible. This is a result of the model and not a prediction for a real discharge, because the bias is more sensitive to ε than to the floating drops. With the same Te and r, ε = 0.9 gives −93 V and ε = 0.8 gives −108 V. The larger mean voltage of the powered sheath tends to lower its ion density and so to push ε below 1, which acts against the floating-drop correction.

Computed values

```
Drive maximum / V0: 2.0000
Drive minimum / V0: -1.1250
Phase of first minimum: 104.48 degrees
Ideal self-bias / V0: -0.4375
Ideal largest sheath voltage / V0: 1.5625
Ideal mean powered sheath voltage / V0: 0.8000
Ideal mean grounded sheath voltage / V0: 0.3625
Cold-limit test, Te/V0: 1.0e-05
Cold-limit bias / V0, quadratic sheath: -0.4361
Cold-limit bias / V0, mixed-law sheath: -0.4352
Bias / V0 at Te/V0 = 0.001, quadratic sheath: -0.4267
Third-harmonic control, |bias| / V0: 0.0000
Example amplitude V0: 200.0 V
Example electron temperature Te: 3.0 V
Example Te/V0: 0.0150
Ion flux / random electron flux: 0.0050
Example ideal self-bias: -87.50 V
Example ideal largest sheath voltage: 312.50 V
Example ideal mean powered sheath: 160.00 V
Example ideal mean grounded sheath: 72.50 V
Example bias with floating drops: -79.07 V
Same bias / V0: -0.3954
Residual powered sheath voltage: 7.33 V
Residual grounded sheath voltage: 9.69 V
Scaled total sheath charge S: 1.4726 (dimensionless)
Scaled residual powered charge a: 0.1915 (dimensionless)
Scaled residual grounded charge b: 0.2201 (dimensionless)
Bias shift from floating drops: 8.43 V
Reduction of bias magnitude: 9.6 percent
Bias from time integration: -79.06 V
Total-charge ripple in time integration: 0.17 percent
```
